# Channel Delay and the Effective Gate Resistance 1/(5gm) in Saturation

## 1. What scaling fixes

A transistor channel cannot change its charge at once when the gate voltage changes: carriers must drift in from the source. Let the channel have length $L$, width $W$, constant mobility $\mu$, oxide capacitance per area $C_{ox}$ and gate overdrive $U=V_{GS}-V_T$. Drift over $L$ in a field of order $U/L$ takes a time of order

$$\tau_0=\frac{L}{\mu U/L}=\frac{L^2}{\mu U}.$$

The current per volt of gate signal has the scale $\mu C_{ox}WU/L$, which will prove to be the transconductance $g_m$. If voltage is measured in $U$, length in $L$ and time in $\tau_0$, the long-channel drift equation contains no parameter (Section 2 shows this). The small-signal gate admittance must therefore have the form

$$Y(\omega)=g_mF(\lambda),\qquad \lambda=j\omega\tau_0,$$

with phasors varying as $e^{j\omega t}$. Real voltages produce real currents, so $Y(-\omega)=Y(\omega)^*$ and the power series of $F$ has real coefficients. The gate is insulated, so the series has no constant term: $F=a\lambda+b\lambda^2+\dots$. Inversion gives

$$\frac1Y=\frac{1}{g_m}\left(\frac{1}{a\lambda}-\frac{b}{a^2}+\dots\right).$$

The first term is a capacitor. The second is independent of frequency and real, hence a series resistance, and it must be a pure number divided by $g_m$. Scaling cannot supply the number. The transport equation gives $1/5$.

**Result.** For a saturated long-channel square-law transistor with source, drain and body at ac ground,

$$Y=j\omega C+\frac{\omega^2C^2}{5g_m}+O(\omega^3),\qquad C=\tfrac23WLC_{ox}.$$

To this order it is $C$ in series with $R=1/(5g_m)$.

## 2. The channel equation

Take an n-channel device with the source at $x=0$ and the drain end at $x=L$. The channel potential $V(x,t)$ is measured from the source. The assumptions are a gradual channel, drift only, no body effect, a fixed channel length and a perfectly conducting gate. Sections 7 and 8 examine what they cost.

Define the local overdrive $u=v_{GS}-V_T-V$, where $v_{GS}$ is the total gate-source voltage. The mobile charge per area has magnitude $C_{ox}u$. Let $I(x,t)$ be the flow of this magnitude towards the drain. Electrons move towards higher potential with speed $\mu\,\partial V/\partial x$, and $\partial V/\partial x=-\partial u/\partial x$ because the gate voltage is the same at every $x$. Hence

$$I=-\mu WC_{ox}\,u\frac{\partial u}{\partial x}=-\frac{\mu WC_{ox}}{2}\frac{\partial u^2}{\partial x}.$$

Charge conservation reads $WC_{ox}\,\partial u/\partial t=-\partial I/\partial x$, so

$$\frac{\partial u}{\partial t}=\frac{\mu}{2}\frac{\partial^2u^2}{\partial x^2}.$$

Substituting $u=U\hat u$, $x=L\hat x$ and $t=\tau_0\hat t$ gives a factor $U/\tau_0=\mu U^2/L^2$ on both sides. It cancels, which proves the scaling claim.

At the source $V=0$, so $u(0,t)=U+v(t)$, where $v$ is the gate signal. In saturation the drain voltage exceeds the overdrive throughout the cycle, and the channel ends in pinch-off: $u(L,t)=0$. This condition does not contain the drain voltage, so in this model the drain has no capacitive hold on the channel charge.

## 3. Steady state

With $\partial u/\partial t=0$, $u^2$ is linear in $x$. Let $y=1-x/L$ be the distance from pinch-off in units of $L$. The boundary values give

$$u_0=U\sqrt y,\qquad I_D=\frac{\mu C_{ox}W}{2L}U^2,\qquad g_m=\frac{dI_D}{dU}=\frac{\mu C_{ox}WU}{L}.$$

The stored charge is

$$Q_0=WLC_{ox}U\int_0^1\sqrt y\,dy=\tfrac23WLC_{ox}U,$$

so $C=dQ_0/dU=\tfrac23WLC_{ox}$. Also $g_m\tau_0=WLC_{ox}$, and therefore

$$C=\tfrac23g_m\tau_0.$$

If the charge followed the gate voltage instantly, the gate current would be $j\omega Cv$, with no part in phase with $v$. The resistance must come from the delay.

## 4. Small signals

Write $u=u_0+u_1$, with $u_1$ proportional to $e^{j\omega t}$. To first order $u^2=u_0^2+2u_0u_1$. Since $\partial^2/\partial x^2=L^{-2}\,\partial^2/\partial y^2$,

$$j\omega u_1=\frac{\mu}{L^2}\frac{d^2(u_0u_1)}{dy^2}.$$

Define $w=u_0u_1/(Uv)$, where $v$ now denotes the phasor of the gate signal. Then $u_1=vw/\sqrt y$. Division by $\mu Uv/L^2$ gives

$$w''=\lambda\frac{w}{\sqrt y},\qquad w(0)=0,\quad w(1)=1.$$

Linearization might seem doubtful at pinch-off, where $u_0$ vanishes. The relative change there is $u_1/u_0=(v/U)\,w/y$. Since $w$ vanishes in proportion to $y$, this ratio is finite, and $|v|\ll U$ suffices at low frequency.

For small $\lambda$ put $w=f_0+\lambda f_1$. At zeroth order $f_0''=0$, and the boundary values give $f_0=y$. At first order

$$f_1''=\frac{y}{\sqrt y}=y^{1/2},\qquad f_1=\tfrac{4}{15}y^{5/2}+Ay+B.$$

Both boundary values of $f_1$ must vanish, because $f_0$ already meets the conditions on $w$. Thus $B=0$, $A=-4/15$ and

$$w=y+\frac{4\lambda}{15}\left(y^{5/2}-y\right).$$

## 5. The delayed charge and the resistance

The change in gate charge is

$$Q_1=WLC_{ox}\int_0^1u_1\,dy=WLC_{ox}\,v\int_0^1\frac{w}{\sqrt y}\,dy.$$

The two integrals needed are $\int_0^1y^{1/2}dy=2/3$ and $\int_0^1(y^2-y^{1/2})dy=1/3-2/3=-1/3$. Hence

$$Q_1=WLC_{ox}\,v\left(\frac23-\frac{4\lambda}{45}\right)=Cv\left(1-\frac{2}{15}j\omega\tau_0\right).$$

To first order the bracket is $e^{-j\omega t_d}$ with $t_d=2\tau_0/15$: the charge follows the gate voltage with this delay. The gate current is $j\omega Q_1$, so

$$Y=j\omega C\left(1-j\omega\frac{2\tau_0}{15}\right)=j\omega C+\omega^2C\,\frac{2\tau_0}{15}.$$

A capacitor $C$ in series with $R$ has

$$Y_{RC}=\frac{j\omega C}{1+j\omega RC}=j\omega C(1-j\omega RC)+O(\omega^3).$$

The two agree when $RC=2\tau_0/15$. With $C=\tfrac23g_m\tau_0$,

$$R=\frac{2\tau_0}{15}\cdot\frac{3}{2g_m\tau_0}=\frac{1}{5g_m}.$$

The sign is positive because a lagging charge gives the gate current a component in phase with the voltage. The resistance belongs to the gate port as a whole; no piece of material in the gate lead carries it. Raising $\mu$ at fixed geometry and overdrive shortens the delay and lowers $R$ in proportion, while $C$ does not change.

## 6. What the drain sees

The flow at any point follows from $I=(\mu WC_{ox}/2L)\,\partial u^2/\partial y$, whose small-signal part is $I_1=g_mv\,w'(y)$. At the two ends

$$I_1(\text{drain})=g_mv\left(1-\frac{4\lambda}{15}\right),\qquad I_1(\text{source})=g_mv\left(1+\frac{2\lambda}{5}\right).$$

The second value uses $\tfrac{4}{15}\left(\tfrac52-1\right)=\tfrac25$. The difference is $\tfrac23\lambda g_mv=j\omega Cv$, the leading gate current, as conservation requires. Of this charging current $\tfrac25\div\tfrac23=60\%$ appears as extra flow at the source and $40\%$ as missing flow at the drain.

The drain current lags the gate voltage by $4\tau_0/15$, twice $RC$. Suppose a circuit model takes the voltage across $C$, which is $v/(1+j\omega RC)$, and lets it drive an instantaneous $g_m$. The drain current then lags by $2\tau_0/15$, half the true value. The series resistance represents the gate admittance to second order; to represent the drain current to first order, the current source needs a further delay $2\tau_0/15$.

## 7. Range of the result, and two further cases

**Higher orders.** Drop the normalization $w(1)=1$ and solve $w''=\lambda w/\sqrt y$ by a series that starts with $y$. Each term is the double integral of the previous one divided by $\sqrt y$:

$$w=y+\frac{4\lambda}{15}y^{5/2}+\frac{\lambda^2}{45}y^4+\frac{4\lambda^3}{4455}y^{11/2}+\dots$$

The impedance $Z=1/Y$ is $g_mZ=w(1)/(\lambda S)$ with $S=\int_0^1wy^{-1/2}dy$. Term by term,

$$S=\frac23\left(1+\frac{2\lambda}{15}+\frac{\lambda^2}{135}+\frac{\lambda^3}{4455}+\dots\right).$$

Let the quotient of $w(1)$ and the bracket be $1+r_1\lambda+r_2\lambda^2+r_3\lambda^3+\dots$. Matching powers gives

$$r_1=\frac{4}{15}-\frac{2}{15}=\frac{2}{15},\qquad r_2=\frac1{45}-\frac{2}{15}r_1-\frac1{135}=-\frac{2}{675},$$

$$r_3=\frac{4}{4455}-\frac{2}{15}r_2-\frac{1}{135}r_1-\frac{1}{4455}=\frac{1}{12375}.$$

Multiplication by $3/(2\lambda)$ yields

$$g_mZ=\frac{3}{2\lambda}+\frac15-\frac{\lambda}{225}+\frac{\lambda^2}{8250}+\dots$$

The corrections are small even at $\omega=g_m/C$, where $\omega\tau_0=3/2$. The real part there is $0.2-2.25/8250=0.1997$, lower than $1/5$ by 0.14%. The reactance exceeds that of $C$ in magnitude by 0.7%. The series circuit thus serves much further than the two-term admittance, which drops the denominator $1+(\omega RC)^2$. These statements concern the gate port of the ideal model alone.

**Fast signals.** For $\omega\tau_0\gg1$ the disturbance stays near the source, where $y\approx1$ and $w''\approx\lambda w$. The decaying solution is $w=e^{-\sqrt\lambda(1-y)}$, with the root of positive real part. Its integral is $1/\sqrt\lambda$, so to leading order

$$Y=g_m\sqrt{j\omega\tau_0},\qquad \operatorname{Re}Z=\frac{1}{g_m\sqrt{2\omega\tau_0}}.$$

The series resistance now falls with frequency, because the signal reaches less of the channel. Equating this to $1/(5g_m)$ gives $\omega\tau_0=12.5$, a rough mark for where the constant resistance is lost.

**Body effect.** In a bulk device the depletion charge grows along the channel. With a linearized slope $\alpha>1$, $u=v_{GS}-V_T-\alpha V$. Then $\partial V/\partial x=-\alpha^{-1}\partial u/\partial x$, and $\mu$ is replaced by $\mu/\alpha$ in the transport equation:

$$g_m=\frac{\mu C_{ox}WU}{\alpha L},\qquad \tau=\frac{\alpha L^2}{\mu U}.$$

The gate charge per area changes by $C_{ox}(v-V_1)$, where $V_1=(v-u_1)/\alpha$ is the signal part of $V$. This equals $C_{ox}[(1-1/\alpha)v+u_1/\alpha]$. The first part is a capacitance $(1-1/\alpha)WLC_{ox}$ in parallel. The second is the earlier problem with capacitance $C_\alpha=2WLC_{ox}/(3\alpha)$ and delay $2\tau/15$. For this branch

$$R=\frac{2\tau}{15C_\alpha}=\frac{\alpha^2L}{5\mu C_{ox}WU}=\frac{\alpha}{5g_m}.$$

The factor $1/5$ in terms of the actual transconductance therefore requires $\alpha=1$.

## 8. A worked device

Take $L=5$ µm, $W=50$ µm, an oxide 20 nm thick, $\mu=500$ cm²/Vs, $U=0.5$ V and 300 K. These are rough typical values for a long-channel silicon device. With relative permittivity 3.9 the oxide gives $C_{ox}=1.727$ fF/µm². Then

$$g_m=(0.05)(1.727\times10^{-3})(10)(0.5)\ \text{S}=0.432\ \text{mS},$$

$$C=\tfrac23(250)(1.727)\ \text{fF}=288\ \text{fF},\qquad R=\frac{1}{5(0.4316\ \text{mS})}=463\ \Omega.$$

The drift time is $\tau_0=(5\times10^{-6})^2/(0.05\times0.5)$ s $=1.00$ ns. The charge delay is 0.133 ns and the drain delay 0.267 ns. At 50 MHz, $\omega\tau_0=0.314$. The gate susceptance is $\omega C=90.4$ µS and the conductance $(\omega C)^2R=3.79$ µS, about 4% of it. The frequency $g_m/(2\pi C)$ is 239 MHz.

The full nonlinear equation can also be solved in time, here by an implicit finite-volume method with a gate signal of 5 mV amplitude at 50 MHz. The first harmonic, taken after the start-up transient has died away, gives $R=463$ Ω, $C=287.7$ fF and delays of 0.133 and 0.267 ns. The conductance is 3.78 µS, slightly below the two-term value, as the denominator $1+(\omega RC)^2$ and the higher terms imply. With the mobility doubled and all else fixed, $R$ halves and $C$ changes by 0.02%.

**Comparison with a real device.** For the channel branch alone, without the capacitances in parallel with it, body effect is the largest correction to $g_mR$ among those computed here. For a rough body doping $N=10^{16}$ cm⁻³ and intrinsic density $10^{10}$ cm⁻³, the band bending $2(kT/q)\ln(N/n_i)$ gives a depletion width of 304 nm at the source. With silicon permittivity $\varepsilon_s=11.7\varepsilon_0$, the slope at the source is $\alpha=1+\varepsilon_s/(304\ \text{nm}\times C_{ox})=1.20$. If this value is used along the whole channel, $g_mR$ rises by 20%, and $R$ itself, which varies as $\alpha^2$ at fixed overdrive, rises to about 660 Ω. In fact the depletion layer widens towards the drain and the slope falls. A low-frequency calculation with the full square-root depletion charge changes these values little: $g_mR$ rises by 21% and $R$ is about 656 Ω. The constant slope 1.20 is kept in what follows. Diffusion replaces $u$ by $u+\alpha kT/q$ in the factor multiplying $\partial u/\partial x$. It also changes the source condition: the contact fixes the quasi-Fermi level, not the surface potential, so the source overdrive moves by only $v\,U/(U+\alpha kT/q)$. This factor scales the branch admittance and $g_m$ alike. The linearized equation at low frequency, with $u=0$ kept at the drain end, then gives $5g_mR=1.195$ and $R\approx663$ Ω, almost the drift value. Here $U$ must be read as the source charge per area divided by $C_{ox}$. If the gate is instead set 0.5 V above the threshold defined by the band bending above, the surface potential rises further; a charge-sheet model then gives a source overdrive of only 0.36 V and $R\approx930$ Ω, while $5g_mR$ stays near 1.19. Without body effect, diffusion changes $5g_mR$ by only 0.1%.

Other departures have these sizes:

- **Velocity saturation.** At a limiting speed $v_s$ of roughly $10^7$ cm/s, carrying $I_D$ needs a drain-end overdrive $I_D/(WC_{ox}v_s)$, not zero. Relative to $U$ this is $\mu U/(2Lv_s)=0.025$. The change in $R$ can be larger, several percent, because the effective mobility also falls in a high field. At fixed $\mu$, $U$ and $v_s$ the ratio grows as $1/L$ and reaches 1.25 at $L=0.1$ µm. The square-law derivation then has no standing.
- **Channel shortening.** With the drain 1 V beyond saturation, a one-dimensional depletion estimate gives a length loss of at most 7%; counting only the widening of a depletion layer already present gives about 3%. At fixed overdrive $R$ falls by the same fraction; $g_mR$ stays the same if the lost length does not follow the gate signal.
- **Gate electrode.** At a rough 25 Ω per square, the ten squares along $W$ make 250 Ω. Contacted at one end, the electrode carries a current that falls linearly to zero. The loss contains $\int_0^1(1-z)^2dz=1/3$, so the series resistance is 83 Ω, or 18% of $R$. It adds to the channel term.
- **Overlaps.** A rough 0.3 fF/µm at each side gives $C_p=30$ fF in parallel, 10% of $C$. The total conductance is unchanged, but the series resistance read from the whole port becomes $R[C/(C+C_p)]^2$, here 18% lower than $R$. The parallel body capacitance of Section 7 acts in the same way and is larger: its ratio to $C_\alpha$ is $\tfrac32(\alpha-1)=0.30$, which by itself puts the series reading about 40% below the resistance of the channel branch.
- **Temperature of use.** If mobility falls roughly as $T^{-1.5}$, the ideal model gives an $R$ 30% larger at 358 K for the same overdrive, and the product $g_mR$ does not change. With body effect $g_mR$ rises by 1.2 to 1.5% here, depending on the form taken for $n_i(T)$, and $R$ by about 34%, because the intrinsic density grows, the band bending falls and the slope $\alpha$ increases slightly.

The oxide field at the source, from the overdrive and the depletion charge, is 0.39 MV/cm, far below a breakdown field of order 10 MV/cm. The sheet density $C_{ox}U/q=5.4\times10^{11}$ cm⁻² is 0.13 of the density of states times $kT$ in the lowest subband (two valleys, in-plane mass 0.19 electron masses), so degeneracy is weak.

For design, $1/(5g_m)$ is thus the channel's share of the gate resistance when the channel is long, the drain is saturated and $\alpha$ is close to one. In this bulk example the body factor, the electrode resistance and the parallel capacitances must all be included before a total series resistance is quoted.
